**Steady hydrogen coverage from two-site silane adsorption**

The program tests the quadratic $a\theta^2-(2a+1)\theta+a=0$ and its physical root $\theta=1-2/(1+\sqrt{1+4a})$. Here $\theta$ is the hydrogen coverage and $a=4S_0F/(Nk)$, with bare-surface sticking probability $S_0$, silane flux $F$, site density $N$ and first-order hydrogen-loss constant $k$. It asserts that the root agrees with a numerical solution of the dimensional hydrogen balance at five fluxes, and that the reaction order agrees with numerical differentiation. It also asserts the weak- and strong-supply limits, and the approach to the steady state from empty and full surfaces at the predicted rate. Master equations for 400 well-mixed dimers are required to reproduce the quadratic coverage to within 0.0005 at three values of $a$. On a ring of ten dimers, fast hopping must restore the well-mixed result, while immobile hydrogen must give a clearly lower coverage at $a=100$. For the example with $a=6$, the output shows a coverage of 0.667 and a growth rate of $1.67\times10^{14}$ atoms cm⁻² s⁻¹. At $a=100$ the immobile ring has a coverage of 0.756, against 0.892 for the well-mixed system of the same size.

## Numerical check

```python
"""Steady hydrogen coverage during silane adsorption on two independent sites.

Result under test: a*theta^2 - (2a+1)*theta + a = 0, whose physical root is
    theta = 1 - 2/(1 + sqrt(1 + 4a)),   a = 4*S0*F/(N*k).
theta: fraction of hydrogen sites filled;  F: silane flux (cm^-2 s^-1)
S0: reactive sticking probability on the bare surface
N: hydrogen sites per area (cm^-2);  k: first-order hydrogen loss (s^-1)
Each adsorbed silane leaves four hydrogen atoms on the surface.
Microscopic check: dimers are full (two H) or empty; silane fills two empty
dimers, and a full dimer empties at rate k.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def coverage_formula(a):
    return 1.0 - 2.0 / (1.0 + np.sqrt(1.0 + 4.0 * a))


def net_hydrogen_rate(theta, flux, s0, sites, k):
    """Hydrogen atoms gained per area and time."""
    return 4.0 * s0 * flux * (1.0 - theta) ** 2 - sites * k * theta


def coverage_numeric(flux, s0, sites, k):
    return brentq(net_hydrogen_rate, 0.0, 1.0,
                  args=(flux, s0, sites, k), xtol=1e-15, rtol=1e-14)


def stationary(generator):
    """Stationary probabilities; generator columns sum to zero."""
    matrix = generator.copy()
    matrix[-1, :] = 1.0
    rhs = np.zeros(len(matrix))
    rhs[-1] = 1.0
    return np.linalg.solve(matrix, rhs)


def add_transition(generator, start, end, rate):
    generator[end, start] += rate
    generator[start, start] -= rate


def mixed_coverage(dimers, a):
    """Any two distinct dimers may be hit together; time unit is 1/k."""
    gen = np.zeros((dimers + 1, dimers + 1))
    for full in range(dimers + 1):
        empty = dimers - full
        if full > 0:
            add_transition(gen, full, full - 1, full)
        if empty > 1:
            both_empty = empty * (empty - 1) / (dimers * (dimers - 1))
            add_transition(gen, full, full + 2, dimers * a / 2 * both_empty)
    return stationary(gen) @ np.arange(dimers + 1) / dimers


def ring_coverage(dimers, a, hop):
    """Silane needs neighbouring empty dimers; H pairs hop at rate hop*k."""
    count = 2 ** dimers
    gen = np.zeros((count, count))
    for state in range(count):
        for i in range(dimers):
            left, right = 1 << i, 1 << ((i + 1) % dimers)
            left_full, right_full = bool(state & left), bool(state & right)
            if left_full:
                add_transition(gen, state, state ^ left, 1.0)
            if not left_full and not right_full:
                add_transition(gen, state, state | left | right, a / 2)
            if left_full != right_full and hop > 0:
                add_transition(gen, state, state ^ left ^ right, hop)
    filled = np.array([bin(s).count("1") for s in range(count)])
    return stationary(gen) @ filled / dimers


# Round model parameters
flux, s0, sites, k = 1.5e18, 1.0e-3, 1.0e15, 1.0
a = 4 * s0 * flux / (sites * k)
theta = coverage_numeric(flux, s0, sites, k)
roots = np.sort(np.roots([a, -(2 * a + 1), a]).real)

# Root, uniqueness, reaction order and growth balance over a wide flux range
scan = []
for factor in (0.01, 0.1, 1.0, 10.0, 100.0):
    f = factor * flux
    a_f = 4 * s0 * f / (sites * k)
    th = coverage_numeric(f, s0, sites, k)
    assert abs(th - coverage_formula(a_f)) < 1e-11
    both = np.sort(np.roots([a_f, -(2 * a_f + 1), a_f]).real)
    assert abs(both[0] - th) < 1e-9 and both[1] > 1
    step = 1e-4
    growth_up = s0 * f * np.exp(step) * (
        1 - coverage_numeric(f * np.exp(step), s0, sites, k)) ** 2
    growth_down = s0 * f * np.exp(-step) * (
        1 - coverage_numeric(f * np.exp(-step), s0, sites, k)) ** 2
    order = np.log(growth_up / growth_down) / (2 * step)
    assert abs(order - 1 / np.sqrt(1 + 4 * a_f)) < 1e-6
    assert abs(order - (1 - th) / (1 + th)) < 1e-6
    growth = s0 * f * (1 - th) ** 2
    assert abs(growth / (sites * k * th / 4) - 1) < 1e-9
    scan.append((factor, a_f, th, (1 - th) ** 2, order, growth,
                 a_f / (1 + a_f)))

# Limits: remainders must be of the next order
small, large = 1e-3, 1e4
th_small = coverage_numeric(small, 0.25, 1.0, 1.0)
th_large = coverage_numeric(large, 0.25, 1.0, 1.0)
assert abs(th_small - (small - 2 * small ** 2)) < 6 * small ** 3
assert abs((1 - th_large) - (large ** -0.5 - 0.5 / large)) < 0.2 * large ** -1.5

# Time evolution from an empty and from a full surface
late = np.array([1.5, 2.0, 8.0]) / k
relaxation_rates = []
for start in (0.0, 1.0):
    run = solve_ivp(
        lambda t, y: net_hydrogen_rate(y, flux, s0, sites, k) / sites,
        (0, late[-1]), [start], t_eval=late, rtol=1e-11, atol=1e-13)
    assert run.success
    path = run.y[0]
    assert abs(path[-1] - theta) < 1e-8
    rate = np.log((path[0] - theta) / (path[1] - theta)) / (late[1] - late[0])
    assert abs(rate / (k * np.sqrt(1 + 4 * a)) - 1) < 0.01
    relaxation_rates.append(rate)

# Independent dimers: the large-system master equation gives the quadratic
for a_test in (0.5, a, 30.0):
    assert abs(mixed_coverage(400, a_test) - coverage_formula(a_test)) < 5e-4
mixed_large = mixed_coverage(400, a)

# Neighbouring dimers: fast hopping restores independence, immobility does not
ring_size, hop_rate = 10, 1e5
ring_results = []
for a_test in (a, 100.0):
    mixed = mixed_coverage(ring_size, a_test)
    immobile = ring_coverage(ring_size, a_test, 0.0)
    mobile = ring_coverage(ring_size, a_test, hop_rate)
    smaller = ring_coverage(8, a_test, 0.0)
    assert abs(mobile - mixed) < 2e-3
    ring_results.append((a_test, coverage_formula(a_test), mixed,
                         mobile, immobile, smaller))
assert ring_results[1][4] < ring_results[1][2] - 0.03

print(f"Silane flux F = {flux:.2e} cm^-2 s^-1")
print(f"Bare-surface sticking S0 = {s0:.1e} (dimensionless)")
print(f"Site density N = {sites:.1e} cm^-2")
print(f"Hydrogen loss constant k = {k:.2f} s^-1")
print(f"Supply-to-loss ratio a = {a:.4f} (dimensionless)")
print(f"Quadratic roots = {roots[0]:.6f}, {roots[1]:.6f} (dimensionless)")
print(f"Steady hydrogen coverage = {theta:.6f} (fraction of sites)")
print(f"Empty-site fraction = {1 - theta:.6f} (dimensionless)")
print(f"Steady sticking S = {s0 * (1 - theta)**2:.4e} (dimensionless)")
print(f"Hydrogen supply = {4*s0*flux*(1-theta)**2:.4e} atoms cm^-2 s^-1")
print(f"Hydrogen loss = {sites*k*theta:.4e} atoms cm^-2 s^-1")
print(f"H2 desorption = {sites*k*theta/2:.4e} molecules cm^-2 s^-1")
print(f"Film growth = {s0*flux*(1-theta)**2:.4e} atoms cm^-2 s^-1")
print(f"Growth ceiling N*k/4 = {sites*k/4:.4e} atoms cm^-2 s^-1")
print(f"Relaxation time 1/(k sqrt(1+4a)) = {1/(k*np.sqrt(1+4*a)):.4f} s")
print("Fitted decay rates from empty, full surface = "
      f"{relaxation_rates[0]:.4f}, {relaxation_rates[1]:.4f} s^-1")
print("Flux scan: coverage, S/S0, order, one-site coverage dimensionless")
print("F/F_example  a  coverage  S/S0  order  growth(cm^-2 s^-1)  one-site")
for row in scan:
    print("{:.2f}  {:.2f}  {:.5f}  {:.5f}  {:.4f}  {:.4e}  {:.5f}".format(*row))
print(f"Limit check a={small:g}: coverage = {th_small:.8f}, "
      f"a-2a^2 = {small-2*small**2:.8f}")
print(f"Limit check a={large:g}: empty fraction = {1-th_large:.8f}, "
      f"two-term limit = {large**-0.5-0.5/large:.8f}")
print(f"Well-mixed master equation, 400 dimers: coverage = {mixed_large:.6f}")
print(f"Ring tests: {ring_size} dimers, fast hop rate = {hop_rate:.0e} k")
for row in ring_results:
    print(f"Ring a={row[0]:.0f}: quadratic coverage = {row[1]:.5f}")
    print(f"  well-mixed, same size = {row[2]:.5f}; fast hops = {row[3]:.5f}")
    print(f"  immobile = {row[4]:.5f}; immobile, 8 dimers = {row[5]:.5f}")
print("OK")
```

Printed output:

```
Silane flux F = 1.50e+18 cm^-2 s^-1
Bare-surface sticking S0 = 1.0e-03 (dimensionless)
Site density N = 1.0e+15 cm^-2
Hydrogen loss constant k = 1.00 s^-1
Supply-to-loss ratio a = 6.0000 (dimensionless)
Quadratic roots = 0.666667, 1.500000 (dimensionless)
Steady hydrogen coverage = 0.666667 (fraction of sites)
Empty-site fraction = 0.333333 (dimensionless)
Steady sticking S = 1.1111e-04 (dimensionless)
Hydrogen supply = 6.6667e+14 atoms cm^-2 s^-1
Hydrogen loss = 6.6667e+14 atoms cm^-2 s^-1
H2 desorption = 3.3333e+14 molecules cm^-2 s^-1
Film growth = 1.6667e+14 atoms cm^-2 s^-1
Growth ceiling N*k/4 = 2.5000e+14 atoms cm^-2 s^-1
Relaxation time 1/(k sqrt(1+4a)) = 0.2000 s
Fitted decay rates from empty, full surface = 5.0005, 4.9993 s^-1
Flux scan: coverage, S/S0, order, one-site coverage dimensionless
F/F_example  a  coverage  S/S0  order  growth(cm^-2 s^-1)  one-site
0.01  0.06  0.05373  0.89543  0.8980  1.3432e+13  0.05660
0.10  0.60  0.29674  0.49457  0.5423  7.4186e+13  0.37500
1.00  6.00  0.66667  0.11111  0.2000  1.6667e+14  0.85714
10.00  60.00  0.87897  0.01465  0.0644  2.1974e+14  0.98361
100.00  600.00  0.96000  0.00160  0.0204  2.4000e+14  0.99834
Limit check a=0.001: coverage = 0.00099800, a-2a^2 = 0.00099800
Limit check a=10000: empty fraction = 0.00995012, two-term limit = 0.00995000
Well-mixed master equation, 400 dimers: coverage = 0.666600
Ring tests: 10 dimers, fast hop rate = 1e+05 k
Ring a=6: quadratic coverage = 0.66667
  well-mixed, same size = 0.66355; fast hops = 0.66355
  immobile = 0.63633; immobile, 8 dimers = 0.63625
Ring a=100: quadratic coverage = 0.90488
  well-mixed, same size = 0.89180; fast hops = 0.89179
  immobile = 0.75635; immobile, 8 dimers = 0.75591
OK
```
